# From a squared dipole derivative to infrared intensity in km/mol

## Question

I am working on the infrared spectrum of a vapour-phase precursor. A normal-mode calculation gives me $|\partial\boldsymbol\mu/\partial Q|^2$ in $\mathrm{D^2\,Å^{-2}\,u^{-1}}$ (u is the atomic mass unit), and I am told to multiply by 42.26 to get km/mol. I cannot derive that factor.

Three things block me. The squared transition dipole of an oscillator contains $1/\omega$, so why does one factor serve every mode? Hot molecules absorb more strongly, as $v+1$, so where did the temperature go? And one of my attempts gave 18.35 instead. Finally, if I measure the band in a gas cell, may I use the same factor backwards?

## Answer

The factor holds for a harmonic mode whose dipole is linear in $Q$, in a dilute gas of randomly oriented molecules. It also depends on a definition of intensity, so I start there. I use Hartree atomic units, in which $\hbar=m_e=e=4\pi\varepsilon_0=1$ and $c=137.036$, and convert at the end.

### What is being integrated

Let light of intensity $I$ pass through $n$ molecules per volume. The cross-section $\sigma$ is defined by

$$-\frac{dI}{dz}=n\sigma I ,\qquad I(z)=I(0)\,e^{-n\sigma z}.$$

The absorption coefficient $n\sigma$ is Napierian: it belongs to the natural exponential. Dividing it by the molar concentration $n/N_A$ and integrating over wavenumber $\tilde\nu=\omega/(2\pi c)$ gives the integrated intensity

$$A=N_A\int\sigma\,d\tilde\nu .$$

An area times an inverse length is a length, so $A$ is a length per mole. The cross-section is a net one, with stimulated emission subtracted.

### Energy absorbed from a pulse

Rather than assume a line shape, send in a short weak pulse $E(t)$ and count energy. Define

$$E(\omega)=\int_{-\infty}^{\infty}E(t)\,e^{i\omega t}\,dt .$$

The energy flux of light is $cE^2/(4\pi)$. By Parseval's theorem, the energy delivered per area is

$$\frac{c}{4\pi}\int E(t)^2dt=\frac{c}{4\pi}\,\frac{1}{2\pi}\int_{-\infty}^{\infty}|E(\omega)|^2d\omega=\int_0^\infty S(\omega)\,d\omega,\qquad S(\omega)=\frac{c\,|E(\omega)|^2}{4\pi^2}.$$

The last step uses $|E(-\omega)|=|E(\omega)|$ for a real field, which doubles the positive half. One molecule takes up $\int\sigma S\,d\omega$. If $S$ hardly varies across the band at $\omega_0$, this is $S(\omega_0)\int\sigma\,d\omega$. We therefore need the energy gained by the mode.

### The driven oscillator

$Q$ is the mass-weighted normal coordinate, so its kinetic energy is $P^2/2$ with no mass in it. Write $\mu'=|\partial\boldsymbol\mu/\partial Q|$, and let $\theta$ be the angle between this vector and the field. Hold the molecule's orientation fixed during the pulse. The permanent dipole then adds only a number to the Hamiltonian, which does not affect the vibration, and

$$H=\tfrac12P^2+\tfrac12\omega_0^2Q^2-f(t)\,Q,\qquad f(t)=\mu'\cos\theta\,E(t).$$

The Heisenberg equations are $\dot Q=P$ and $\dot P=-\omega_0^2Q+f$. With

$$a=\sqrt{\frac{\omega_0}{2}}\left(Q+\frac{iP}{\omega_0}\right)$$

they combine into

$$\dot a=\sqrt{\frac{\omega_0}{2}}\left(P-i\omega_0Q+\frac{if}{\omega_0}\right)=-i\omega_0a+\frac{i f}{\sqrt{2\omega_0}} .$$

Multiply by $e^{i\omega_0t}$. The left side and the $-i\omega_0a$ term form a total derivative:

$$\frac{d}{dt}\left(a\,e^{i\omega_0t}\right)=\frac{i}{\sqrt{2\omega_0}}f(t)\,e^{i\omega_0t}.$$

Let $b$ be the constant value of $a\,e^{i\omega_0t}$ before the pulse. After it, the value is

$$b+\frac{iF}{\sqrt{2\omega_0}},\qquad F=\int f\,e^{i\omega_0t}dt=\mu'\cos\theta\,E(\omega_0).$$

The oscillator energy is $\omega_0(a^\dagger a+\tfrac12)$, and the phase factor cancels in $a^\dagger a$. After the pulse

$$a^\dagger a=b^\dagger b+\frac{i\,(F b^\dagger-F^*b)}{\sqrt{2\omega_0}}+\frac{|F|^2}{2\omega_0}.$$

In a number state $v$ the expectation values of $b$ and $b^\dagger$ vanish, so the middle term drops out. The mean energy gain is

$$\Delta W=\omega_0\,\frac{|F|^2}{2\omega_0}=\tfrac12\,\mu'^2\cos^2\theta\,|E(\omega_0)|^2 .$$

This answers your first two objections. The $1/\omega_0$ from the squared transition dipole is cancelled by the energy $\omega_0$ of each quantum. The level $v$ has also gone: upward transitions have strength proportional to $v+1$ and downward ones to $v$, and the net absorption contains $(v+1)-v=1$. A thermal mixture of number states thus gains the same energy as the ground state, provided that all the hot bands $v\to v+1$ are included in the integral.

### Orientation and the final formula

For random orientation,

$$\langle\cos^2\theta\rangle=\tfrac12\int_{-1}^{1}u^2\,du=\tfrac13 .$$

Equate the two expressions for the absorbed energy:

$$\frac{c|E(\omega_0)|^2}{4\pi^2}\int\sigma\,d\omega=\frac{\mu'^2|E(\omega_0)|^2}{6}
\quad\Longrightarrow\quad\int\sigma\,d\omega=\frac{2\pi^2\mu'^2}{3c}.$$

Since $d\tilde\nu=d\omega/(2\pi c)$,

$$\int\sigma\,d\tilde\nu=\frac{\pi\mu'^2}{3c^2}\quad\text{(atomic units)}.$$

In SI units the energy gain keeps its form, while the spectral fluence is $S=\varepsilon_0c|E(\omega)|^2/\pi$. The same two steps give $\int\sigma\,d\omega=\pi\mu'^2/(6\varepsilon_0c)$, and after division by $2\pi c$

$$\boxed{A=\frac{N_A}{12\,\varepsilon_0c^2}\left|\frac{\partial\boldsymbol\mu}{\partial Q}\right|^2}$$

The square is the sum over the three Cartesian components of the dipole. The factor $1/3$ is already in the formula and must not be applied again. For a degenerate level, add the contributions of its modes.

### Putting in the units

One debye is $3.33564\times10^{-30}$ C m and one atomic mass unit is $1.66054\times10^{-27}$ kg. Hence

$$1\ \mathrm{D^2\,Å^{-2}\,u^{-1}}=\frac{(3.33564\times10^{-30})^2}{10^{-20}\times1.66054\times10^{-27}}\ \mathrm{\frac{C^2}{kg}}=6.70054\times10^{-13}\ \mathrm{\frac{C^2}{kg}} .$$

The prefactor is

$$\frac{N_A}{12\varepsilon_0c^2}=\frac{6.02214\times10^{23}}{12\,(8.85419\times10^{-12})(2.99792\times10^8)^2}=6.30637\times10^{16}\ \mathrm{\frac{m\,kg}{mol\,C^2}} .$$

The product is $4.2256\times10^4$ m/mol, so

$$A=42.26\ \mathrm{km/mol}.$$

The atomic-unit formula provides a check on the conversion. The same squared derivative is $2.37781\times10^{-5}$ a.u., which gives $1.32598\times10^{-9}$ bohr per molecule. Multiplication by $5.29177\times10^{-11}$ m per bohr and by $N_A$ again gives 42.26 km/mol.

Your 18.35 is the same quantity with a decadic absorption coefficient, defined by $I=I(0)\,10^{-\alpha z}$: $42.256/\ln10=18.35$ km/mol. Neither number is wrong, but they answer to different definitions.

The derivation can also be tested without its final formula. I propagated the Schrödinger equation for modes at 900 and 3000 cm⁻¹, starting from $v=0$ and $v=2$, averaged over orientation, and divided the energy gain by the spectral fluence. All four runs gave 42.2561 km/mol. The gains themselves were $1.19\times10^{-4}$ hartree at 900 cm⁻¹ and $3.98\times10^{-4}$ hartree at 3000 cm⁻¹. They differ because I scaled the pulses so that $|E(\omega_0)|^2$ grew in proportion to $\omega_0$; the spectral fluence $S(\omega_0)$ grew by the same factor.

### When the mode is not harmonic

For a general potential, use $q=\sqrt{\omega_0}\,Q$ and its momentum $p$, with $[q,p]=i$, and measure energy in units of $\omega_0$: $h=p^2/2+V(q)$. Let $d(q)$ be the dipole scaled to unit slope at $q=0$. To first order in the field, a transition $i\to f$ has a probability proportional to $|d_{fi}|^2$ and takes up energy $\epsilon_f-\epsilon_i$. The total net strength is therefore proportional to $\sum_i p_i\sum_f(\epsilon_f-\epsilon_i)|d_{fi}|^2$, where $p_i$ are the populations. Expanding the double commutator in an eigenstate gives

$$\langle i|[d,[h,d]]|i\rangle=2\sum_f(\epsilon_f-\epsilon_i)|d_{fi}|^2 .$$

The potential commutes with $d$, so only the kinetic energy contributes:

$$[h,d]=-\tfrac{i}{2}(p\,d'+d'p),\qquad [d,[h,d]]=-\tfrac{i}{2}(i d'^2+i d'^2)=d'^2 .$$

The sum over $f$ is thus $\tfrac12\langle i|d'^2|i\rangle$. For the harmonic case with $d=q$ it is $\tfrac12$, so

$$\frac{\text{total strength}}{\text{harmonic value}}=\langle d'(q)^2\rangle_{\text{thermal}} .$$

If the dipole is linear, the ratio is 1 in any such potential. Anharmonicity then moves strength between the fundamental and the overtones but leaves the total alone. A curved dipole does change the total. For $d=q+h_3q^3$,

$$\langle d'^2\rangle=1+6h_3\langle q^2\rangle+9h_3^2\langle q^4\rangle .$$

At low temperature $\langle q^2\rangle\approx\tfrac12$, so an assumed $h_3=-0.01$ should lower the total by about 3%. Diagonalization for a 900 cm⁻¹ mode at 300 K, with a quartic term $0.002\,q^4$ added to the potential, gives a ratio of 0.970. With $h_3=0$ and the same potential, the fundamental wavenumber still shifts by 0.6%, but the total ratio is 1.000.

### A gas cell

Take a precursor vapour at 1 Torr and 300 K in a 10 cm cell, with a mode at 900 cm⁻¹ and a squared derivative of 2 $\mathrm{D^2\,Å^{-2}\,u^{-1}}$. Then $A=2\times42.256=84.5$ km/mol. The ideal-gas concentration is $p/RT=0.05345$ mol/m³, and the Napierian band area is

$$A\,\frac{p}{RT}\,L=(8.451\times10^4)(0.05345)(0.10)\ \mathrm{m^{-1}}=452\ \mathrm{m^{-1}}=4.52\ \mathrm{cm^{-1}} .$$

**Rotation.** The formula ignores the rotational energy that accompanies each transition. Suppose the dipole derivative lies along the body axis $c$, and let $A_r,B_r,C_r$ be the rotational constants about the axes $a,b,c$. For a rotation angle $\phi$ with constant $B_\phi$, the rotational energy is $-B_\phi\,\partial_\phi^2$. A direction cosine $g$ then obeys $\tfrac12[g,[-B_\phi\partial_\phi^2,g]]=B_\phi(\partial_\phi g)^2$. Rotation about $a$ or $b$ turns the $c$ axis at unit rate, while rotation about $c$ leaves it in place. Summed over the three laboratory directions, the mean rotational energy gain is therefore $A_r+B_r$.

From level $v$, upward transitions have weight $v+1$ and downward ones weight $v$. The net absorbed energy is proportional to

$$(v+1)(\tilde\nu_0+A_r+B_r)+v(-\tilde\nu_0+A_r+B_r)=\tilde\nu_0+(2v+1)(A_r+B_r).$$

Since the thermal mean of $2v+1$ is $\coth(hc\tilde\nu_0/2kT)$, the relative correction is

$$\frac{A_r+B_r}{\tilde\nu_0}\coth\frac{hc\tilde\nu_0}{2kT}.$$

For a rigid prolate top with $A_r=1.4$ and $B_r=C_r=0.14$ cm⁻¹ this is 0.18%, and an explicit sum over the rotational lines agrees. The estimate leaves out Coriolis coupling and any change of the rotational constants on excitation.

**Resolution.** Using the factor backwards can fail much more seriously. Let $\tau(\tilde\nu)$ be the true optical depth. A spectrometer that smooths the transmitted light reports

$$\tau_{\text{app}}=-\ln\langle e^{-\tau}\rangle\approx\langle\tau\rangle-\tfrac12\left(\langle\tau^2\rangle-\langle\tau\rangle^2\right),$$

where the brackets average over the instrument's resolution and the approximation holds for small $\tau$. Narrow strong lines make the variance large, and band area is lost. In the thin limit the lost fraction is proportional to the amount of absorber.

I computed this for the rigid top with a molecular mass of 54 u and a Gaussian instrument resolution of 4 cm⁻¹. The amount of precursor and the path are the same in both rows; only the added nitrogen differs.

| Cell filling | Largest true $\tau$ | Apparent area (cm⁻¹) | Area lost |
|---|---|---|---|
| Nitrogen added to 760 Torr total | 0.37 | 4.43 | 1.9% |
| Pure vapour, 1 Torr | 60 | 1.30 | 71% |

The assumed collision half-width is 0.1 cm⁻¹ at 760 Torr and is scaled with pressure. In the pure vapour the lines are then mainly Doppler broadened, with a full width of 0.0015 cm⁻¹. Converting the apparent area of the pure vapour back would give a squared derivative of $2\times1.298/4.517=0.57$ instead of 2. The size of this loss is specific to the round rotational constants chosen here; the less regular line positions tried in the next section give a smaller one. With nitrogen present, the peak decadic absorbance is about 0.03. Reducing the precursor a hundredfold at the same line width lowers the lost fraction from 1.9% to 0.02%, as expected from the thin limit.

### How this compares with a real precursor

These round parameters are in the rough regime of the out-of-plane CH₂ wag of butadiene vapour, a strong band near 900 cm⁻¹ of a strongly prolate molecule. The squared derivative of 2 is a chosen value, so 84.5 km/mol is not a prediction for butadiene.

In the pure vapour, line saturation is the largest of the effects sized here, and the symmetric top with round constants exaggerates it. Its lines with $\Delta J=0$ and $\Delta K=\pm1$ are shifted by $(A_r-B_r)(1\pm2K)$, whatever $J$ is, so many of them coincide. The round ratio $A_r/B_r=10$ adds accidental coincidences. Lines with $\Delta J=\pm1$ are displaced from these positions by multiples of $2B_r$, and $2(A_r-B_r)$ is exactly $9\times2B_r$, so every line of the band falls on one comb with spacing $2B_r=0.28$ cm⁻¹. In a real molecule, a ratio that is not a round number, asymmetry and changed upper-state constants spread the lines out. The effect is large. At the same band strength and pressure, changing $A_r$ from 1.4 to 1.4137 cm⁻¹ lowers the loss in the pure vapour from 71% to 46%. A rigid asymmetric top with constants 1.3903, 0.1478 and 0.1337 cm⁻¹, close to those of butadiene, loses about 18%. The 71% therefore belongs to the round constants and is not an estimate for butadiene vapour. The 18% is not one either, because it puts all molecules in one vibrational level. Butadiene has low modes near 162 and 299 cm⁻¹, and at 300 K only about 40% of the molecules have both unexcited. The rest absorb in slightly shifted hot bands, which spreads the lines further: with assumed shifts of −0.7 and +0.4 cm⁻¹ per quantum of these two modes, the loss falls to about 6%.

For a measurement, add a non-absorbing buffer gas and check that the band area divided by the precursor concentration stays constant as you dilute further. Integrate over the whole band including its hot bands, and subtract any other fundamental inside the window. The factor 42.26 then returns the squared dipole derivative, within the harmonic and linear-dipole assumptions. In a liquid or solid, the local field and the refractive index enter as well, and this dilute-gas formula no longer applies as it stands.

The numerical output below gives the intermediate values to more digits; it does not include the 46%, 18% and 6% cases.

## Computed results

```
debye: 3.33564e-30 C m
atomic mass unit: 1.66054e-27 kg
Avogadro constant: 6.02214e+23 1/mol
speed of light: 2.99792e+08 m/s = 137.036 a.u.
vacuum permittivity: 8.85419e-12 F/m
Bohr radius: 5.29177e-11 m
1 D^2/(A^2 u): 6.70054e-13 C^2/kg
1 D^2/(A^2 u): 2.37781e-05 a.u.
1 D^2/(A^2 u), Gaussian: 6.02214e+03 statC^2/g
N_A/(12 eps0 c^2): 6.30637e+16 m kg/(mol C^2)
integral per molecule: 1.32598e-09 bohr
intensity, SI road: 42.2561 km/mol
intensity, atomic-unit road: 42.2561 km/mol
intensity, Gaussian road: 42.2561 km/mol
same with decadic coefficient: 18.352 km/mol
pulse test 900 1/cm, start v=0: 42.2561 km/mol, gain 1.1936e-04 hartree
pulse test 900 1/cm, start v=2: 42.2561 km/mol, gain 1.1936e-04 hartree
pulse test 3000 1/cm, start v=0: 42.2561 km/mol, gain 3.9786e-04 hartree
pulse test 3000 1/cm, start v=2: 42.2561 km/mol, gain 3.9786e-04 hartree
example temperature: 300 K; kT/hc 208.51 1/cm
example pressure: 1.0 Torr; path 10 cm
example mode: 900 1/cm; mass 54 u
example squared derivative: 2.0 D^2/(A^2 u)
example intensity: 84.51 km/mol
example gas density: 0.05345 mol/m^3
example Napierian band area: 4.517 1/cm
quartic strength g: 0.002 ; cubic dipole h3: -0.01
fundamental/harmonic wavenumber: 1.00593
linear dipole, total strength ratio: 1.000000
linear dipole, v to v+1 ratio: 0.999996
curved dipole, total strength ratio: 0.97010
curved dipole, sum-rule ratio: 0.97010
curved dipole, v to v+1 ratio: 0.96972
rotational constants: 1.4, 0.14 1/cm
rotation correction, line sum: 0.1757 %
rotation correction, formula: 0.1757 %
Doppler full width: 0.00152 1/cm
collision half width at 760 Torr: 0.1 1/cm
collision half width at 1 Torr: 1.32e-04 1/cm
instrument resolution: 4 1/cm
760 Torr total: largest true optical depth 0.370
760 Torr total: peak decadic absorbance 0.0296
760 Torr total: apparent area 4.430 1/cm
760 Torr total: area loss 1.93 %
pure vapour: largest true optical depth 59.5
pure vapour: peak decadic absorbance 0.0059
pure vapour: apparent area 1.298 1/cm
pure vapour: area loss 71.3 %
760 Torr total, column/100: area loss 0.020 %
```
